# Designing a Constrained Two-Range NASA Polynomial Fit for Gas Thermochemistry

A gas stream burns as it passes through a reactor. At each step a simulation knows the specific enthalpy and composition and must find the temperature, and it needs Gibbs energies to decide which way each reaction runs. Summing over molecular levels at every step is wasteful, so each species is represented by a short formula for its heat capacity, enthalpy and entropy. The formula must do more than lie near the data: the three functions must belong to one another, and the temperature search must not stumble where two pieces of the formula meet.

## The functions to be represented

Take an ideal gas at fixed pressure $p$, with molecular partition function $q$ measured from the ground level. Let $L=\ln(q/N)$, with $V/N=k_BT/p$ inserted. The molar Gibbs energy is $G-H_0=-RTL$, where $H_0$ is the enthalpy at absolute zero. With $y=\ln T$ and subscripts for derivatives at fixed $p$,

$$H-H_0=-T^2\frac{\partial}{\partial T}\frac{G-H_0}{T}=RT^2\frac{\partial L}{\partial T}=RT\,L_y ,$$

$$\frac SR=\frac{H-G}{RT}=L+L_y,\qquad \frac{C_p}{R}=\frac{d(TL_y)}{dT}=L_y+L_{yy}.$$

The example is a model bent triatomic: mass 50 u, rotational constants 2, 0.4 and 0.3 cm$^{-1}$, symmetry number 1, wavenumbers 500, 1000 and 2000 cm$^{-1}$, a nondegenerate electronic state, and 1 bar. Rotation is classical and vibration harmonic. The rotational constants are round numbers: in a rigid planar molecule the largest moment of inertia is the sum of the other two, so the first two constants would require 1/3 cm$^{-1}$ for the third. Using that value would lower $S/R$ by 0.05 at every temperature and leave $C_p$, $H$ and the residuals of the fits unchanged. Translation at fixed pressure gives $q/N$ a factor $T^{5/2}$ and rotation a factor $T^{3/2}$, so together they add $4\ln T$ to $L$. A vibration with $u=\theta/T$, where $\theta$ is its wavenumber expressed as a temperature, adds $-\ln(1-e^{-u})$. Since $du/dy=-u$, its contribution to $L_y$ is $u/(e^u-1)$, and

$$c\equiv\frac{C_p}{R}=4+\sum_i\frac{u_i^2e^{u_i}}{(e^{u_i}-1)^2}
=4+\sum_i\left(\frac{u_i/2}{\sinh(u_i/2)}\right)^2 .$$

Each term rises from 0 to 1 as $T$ grows, so $4<c<7$ at every finite temperature in this model. The enthalpy zero is set by making $H(298.15\ \mathrm K)$ equal to the formation enthalpy, here $-100$ kJ/mol.

The NASA form uses a quartic for $c$ in each of two ranges, here 200–1000 K and 1000–6000 K:

$$c=a_1+a_2T+a_3T^2+a_4T^3+a_5T^4 .$$

Write $h=H/(RT)$ and $s=S/R$. Because $d(Th)/dT=c$ and $ds/dT=c/T$, integration gives

$$h=a_1+\frac{a_2T}{2}+\frac{a_3T^2}{3}+\frac{a_4T^3}{4}+\frac{a_5T^4}{5}+\frac{a_6}{T},$$

$$s=a_1\ln T+a_2T+\frac{a_3T^2}{2}+\frac{a_4T^3}{3}+\frac{a_5T^4}{4}+a_7 .$$

The logarithm takes the number of kelvins. The last two coefficients are integration constants. Within a range, the three functions are thermodynamically consistent for any choice of the seven numbers.

## First attempt: fit each range by itself

The simplest scheme minimises the squared residuals in $c$, $h$ and $s$ separately in each range. On 81 equally spaced points in the low range and 101 in the high range, the two pieces then disagree at 1000 K. The low value minus the high value is $-0.0375$ in $c$ and $-2.02\times10^{-4}$ in $h$.

The second number is small but has a definite consequence. It corresponds to an upward enthalpy step of about $2.02\times10^{-4}\times8.314\times1000\approx1.7$ J/mol as the temperature passes the joint. Where $C_p>0$, enthalpy rises with temperature on both sides, so a target enthalpy inside the step belongs to no temperature. Had the step been downward, some enthalpies would have belonged to two. No root finder can supply a missing solution or choose between two. The step is worth only about 0.03 K, and a bracketing search simply closes on the joint, but a Newton search for a target inside the step never converges: for a target at mid-step it hops between about 999.98 and 1000.02 K.

The fit also misses the reference enthalpy: the error of $1.3\times10^{-4}$ in $h$ at 298.15 K is about 0.3 J/mol. The formation enthalpy is an input and should be returned unchanged.

These faults call for five linear equations: continuity of $c$, $h$ and $s$ at $T_m=1000$ K, and the model values of $h$ and $s$ at 298.15 K. They also settle how smooth the Gibbs energy is. From $G'=-S$ and $S'=C_p/T$,

$$G''=-\frac{C_p}{T},\qquad G'''=-\frac{C_p'}{T}+\frac{C_p}{T^2}.$$

Thus $G$, $G'$ and $G''$ are continuous, while $G'''$ jumps if the slope of $C_p$ does. In the constrained fit below, the slope of $c$ falls from $1.31\times10^{-3}$ to $7.35\times10^{-4}$ K$^{-1}$ across the joint. A method that needs a continuous $C_p'$ requires a sixth equation, at the cost of one more degree of freedom.

## Second attempt: fit the heat capacity, then integrate

One could impose the five equations but fit only $c$, letting the equations fix the four integration constants. Let $\delta$ denote fit minus model. Since $T\delta h$ and $\delta s$ vanish at 298.15 K and are continuous at the joint,

$$T\,\delta h(T)=\int_{298.15}^{T}\delta c\,dT',\qquad
\delta s(T)=\int_{298.15}^{T}\frac{\delta c}{T'}\,dT' ,$$

with limits in kelvin. A heat-capacity error of one sign over a long interval therefore builds up in $H$ and $S$, and a fit to $c$ alone gives these integrals no weight. Including $h$ and $s$ in the objective does. The largest errors on the grid are:

| Fit and range | $c$ | $h$ | $s$ |
|---|---|---|---|
| $c$ only, low | 0.0196 | 0.0006 | 0.0006 |
| $c$ only, high | 0.0199 | 0.0048 | 0.0061 |
| all three, low | 0.0224 | 0.0012 | 0.0014 |
| all three, high | 0.0224 | 0.0034 | 0.0035 |

The simultaneous fit is not better everywhere. It reduces the largest entropy error in the high range from 0.0061 to 0.0035, and pays with a slightly larger error in $c$ and roughly doubled errors in $h$ and $s$ in the low range. It minimises one total over both ranges, not each maximum. The grid and the use of dimensionless residuals are thus part of the definition of the fit: since $\delta h=\delta H/(RT)$, a given error in joules per mole counts less at high temperature. An application that cares most about 300–1000 K should weight those points more heavily.

## Solving the constrained problem

Collect the 14 coefficients in $x$, the residuals in $Ax-b$, and the five equations in $Kx=d$. The task is to minimise $|Ax-b|^2$ subject to $Kx=d$.

The rows of $K$ are independent. In a vanishing combination of them, the high-range $a_6$ occurs only in the joint equation for $h$, so that equation has weight zero; the high-range $a_7$ removes the joint equation for $s$ likewise. The high-range $a_1$ then removes the equation for $c$, and the low-range $a_6$ and $a_7$ remove the two equations at 298.15 K. The columns of $A$ are independent too: a quartic that vanishes at five or more temperatures is zero, after which the rows for $h$ and $s$ force $a_6=a_7=0$.

Factor $K^T=Q_1R_1$, where $Q_1$ has five orthonormal columns and $R_1$ is triangular and invertible. Complete the orthonormal set with nine columns $Q_2$, and write $x=Q_1v+Q_2z$. Since $KQ_2=0$ and $KQ_1=R_1^T$,

$$R_1^Tv=d,\qquad \min_z\left|AQ_2z-(b-AQ_1v)\right|^2 .$$

The first equation fixes $v$; the second problem is ordinary least squares in nine unknowns. Its solution is unique because $AQ_2z=0$ implies $Q_2z=0$ and hence $z=0$.

The price of the constraints can be computed in advance. Let $x_u$ be the unconstrained solution, $g=Kx_u-d$ its violation, $M=A^TA$ and $x=x_u+e$. The cross term vanishes because $A^T(Ax_u-b)=0$, so

$$|Ax-b|^2=|Ax_u-b|^2+e^TMe,\qquad Ke=-g .$$

Stationarity with a multiplier $\mu$ gives $Me=K^T\mu$, or $e=M^{-1}K^T\mu$. The constraint then requires $KM^{-1}K^T\mu=-g$, and

$$e^TMe=\mu^TKM^{-1}K^T\mu=g^T\left(KM^{-1}K^T\right)^{-1}g .$$

In the example the sum of squares rises from 0.00720 by the predicted 0.00317 to 0.01037. Over $3(81+101)=546$ residuals, the root-mean-square residual grows from 0.0036 to 0.0044. The largest residual in the high range nevertheless falls, from 0.037 to 0.022, while in the low range it rises from 0.0025 to 0.022: closing the joint shares the heat-capacity error there between the two pieces, and least squares does not control the maximum.

The printed coefficients let the joint be checked by hand. At 1000 K the terms of $c$ are

$$\text{low: }3.3788+5.8764-3.4900-0.0830+0.6653=6.3475,$$

$$\text{high: }5.1672+1.7174-0.6350+0.1043-0.0063=6.3475$$

when summed before rounding. The model value is 6.3251. The difference, 0.0224, equals the largest heat-capacity error listed for either range, so the joint itself is a point of worst error. In ordinary units that error is 0.19 J/(mol K); the largest enthalpy error on the grid is 52 J/mol.

## When raw powers of temperature fail

The algebra says nothing about finite arithmetic. Consider the high-range block of $A$ in raw powers of $T$. The column for $a_5$ contains $6000^4\approx1.3\times10^{15}$, while the 101 nonzero entries for $a_6$ are at most $10^{-3}$, giving a column norm of at most about 0.01. The largest singular value is at least the largest column norm, and the smallest is at most the smallest column norm. Their ratio, the condition number, must therefore exceed $10^{17}$; it is in fact $7.8\times10^{18}$.

A least-squares routine may guard against rounding by discarding singular values below a small fraction of the largest. With a fraction equal to double-precision rounding times the number of rows, about $7\times10^{-14}$ here, the unconstrained high-range fit keeps four directions out of seven. Its largest residual is 20.7, against 0.037 for the proper solution. The discarded directions were small because of the units, not because the data failed to determine them. The fault lies with the cutoff: a QR factorisation of the same raw columns with no cutoff returns the proper solution.

Scaling each column to unit length removes this part of the trouble and lowers the condition number to $1.55\times10^3$. Rescaling the columns further cannot help much. Let $B$ have $n$ independent unit columns, let $D$ be any diagonal scaling with positive entries $d_j$, and let $B^+$ be the pseudoinverse. Then $\|BD\|\ge\max_jd_j$, since column $j$ of $BD$ has length $d_j$. Also $\|B^+\|=\|D\,D^{-1}B^+\|\le\max_jd_j\,\|D^{-1}B^+\|$. Multiplying the two inequalities and using $\|B\|\le\sqrt n$,

$$\operatorname{cond}(BD)=\|BD\|\,\|D^{-1}B^+\|\ \ge\ \|B^+\|\ \ge\ \frac{\operatorname{cond}(B)}{\sqrt n}.$$

For $n=7$ no column scaling can go below about $1550/\sqrt7\approx590$; a short numerical search, which need not have found the best scaling, reached $1.47\times10^3$. What remains is near-dependence: over a range of positive temperatures successive powers have similar shapes, whereas on an interval centred on zero neighbouring powers would be orthogonal.

A condition number near $10^3$ is harmless in double precision, and column scaling alone already gives the constrained coefficients to about ten digits. The near-dependence itself can be removed by a different basis for the same functions. Let $\tau=T/T_s$ with $T_s=1000$ K, and let $\xi$ run linearly from $-1$ to 1 across the range. With Chebyshev polynomials $P_k(\xi)$, defined by $P_k(\cos\phi)=\cos k\phi$, use for $k=0,\dots,4$

$$c_k=P_k,\qquad h_k=\frac1\tau\int_{\tau_0}^{\tau}P_k\,d\tau',\qquad
s_k=\int_{\tau_0}^{\tau}\frac{P_k}{\tau'}\,d\tau',$$

where $\tau_0$ is the middle of the range. Two further functions carry the integration constants: $1/\tau$ in $h$ and 1 in $s$. Starting the integrals inside the range keeps multiples of these two functions from being added needlessly to the other five. The condition number becomes 4.8 in the high range and 5.1 in the low one.

To return to the standard form, first expand in powers of $\tau$ with coefficients $b_1,\dots,b_7$. Matching powers gives $a_k=b_kT_s^{1-k}$ for $k\le5$, and $b_6/\tau=b_6T_s/T$ gives $a_6=T_sb_6$. The logarithm needs care:

$$b_1\ln\tau+b_7=b_1\ln T+(b_7-b_1\ln1000),\qquad a_7=b_7-b_1\ln1000 .$$

Omitting the last term would shift the entropy by a constant in each range, and since $b_1$ differs between the ranges it would also break the joint. The coefficients obtained this way were tested against an 80-digit solution of the multiplier equations in raw powers; the largest relative deviation was $7\times10^{-11}$.

## How many digits to store

A good solution can still be spoiled when it is written down. Rounding a coefficient to $d$ significant digits changes it by at most $\tfrac12\,10^{1-d}|a_k|$. If $\varphi_k(T)$ multiplies $a_k$ in some property, that property changes by at most

$$\frac{10^{1-d}}2\sum_k|a_k\varphi_k(T)| .$$

The sum matters because the terms cancel. At 6000 K,

$$c=5.167+10.304-22.861+22.534-8.188=6.956,$$

whereas the magnitudes add to 69.05, ten times the result. For five digits the bound on $c$ there is $3.5\times10^{-3}$; for nine it is $3.5\times10^{-7}$.

Over all three properties and both grids, the largest change actually found is $9.9\times10^{-4}$ with five digits and $9.0\times10^{-8}$ with nine. Five digits also reopen the joint by up to $2.9\times10^{-4}$. This largest step is in $s$, where it exceeds the step of $2.0\times10^{-4}$ left by the separate fits. Nine digits leave a step of $7\times10^{-9}$.

## What happens outside the fitted range

None of these measures makes the quartic safe beyond its data. In the high range $a_5<0$, so the fitted $c$ must eventually tend to $-\infty$, while the model tends to 7. The heat-capacity error passes 0.1 by 6475 K. At 8000 K the fit gives 5.80 against 6.99, and at 10000 K

$$c=5.167+17.174-63.503+104.325-63.181=-0.018 .$$

The sign change occurs just below 9997 K. There the fitted enthalpy has a maximum; above it, a Newton search for a lower enthalpy steps to a higher temperature, and $G''=-C_p/T$ has the wrong sign for thermal stability.

Would comparing two good fits give warning? If two quartics differ by at most $\varepsilon$ inside the range, their difference $D$ outside obeys $|D(\xi)|\le\varepsilon|P_4(\xi)|$, with $P_4=8\xi^4-8\xi^2+1$. To see this, suppose the bound fails at some $\xi_0$ outside. Put $r=\varepsilon P_4(\xi_0)/D(\xi_0)$, so that $|r|<1$. The polynomial $\varepsilon P_4-rD$ vanishes at $\xi_0$. At the five points in $[-1,1]$ where $P_4=\pm1$ alternately, it has alternating signs, because $|rD|<\varepsilon$; this gives four more zeros. A nonzero polynomial of degree at most four cannot have five zeros, so the supposition is false. The choice $D=\varepsilon P_4$ attains the bound.

At 8000 K, $\xi=(16000-7000)/5000=1.8$ and the growth factor is 59; at 10000 K, $\xi=2.6$ and it is 313. The simultaneous and $c$-only fits differ by at most 0.0028 inside the high range. Their difference could therefore reach 0.87 at 10000 K, but is only 0.12. Both fits are nevertheless wrong by about 7 there. Agreement between fits measures their sensitivity to the fitting recipe, not their distance from the model: they share the same unsuitable form. The bound itself does not apply to fit minus model, which is not a quartic.

The other edges fail in their own ways. The low-range formula has $a_5>0$; used above the joint, it gives $c=11.15$ at 2000 K, where the model has 6.79. The high-range formula used at 500 K gives 5.88 instead of 5.47. Towards absolute zero the low-range $c$ tends to $a_1=3.38$, whereas this classical-rotor model tends to 4. The entropy error then behaves as $(3.38-4)\ln T$ plus a constant and diverges; it is already 0.18 at 50 K. The classical rotor itself fails only far lower. The largest rotational temperature is about 3 K, where the quantum rotational heat capacity is still within 1% of $3R/2$; near 1 K it differs by almost 20%.

If a calculation may stray above the upper limit $T_h$, a safer continuation holds $c$ at its fitted end value $c_h$ and integrates it:

$$Th=T_hh_h+c_h(T-T_h),\qquad s=s_h+c_h\ln\frac T{T_h},$$

where $h_h$ and $s_h$ are the fitted values at $T_h$. All three functions remain continuous. In this model $c$ rises from 6.975 at 6000 K towards 7, so with $c_h=6.956$ the heat-capacity error stays below 0.044 at all higher temperatures. That guarantee belongs to the harmonic model. Anharmonicity, centrifugal distortion, excited electronic states and dissociation are absent from it, and where they matter the continuation must be checked against data that include them. The numerical output below gives the full coefficients and the remaining comparisons.

## Computed values

```
model: mass 50 u, pressure 100000 Pa, H(298.15 K) -100 kJ/mol
wavenumbers (cm^-1): [ 500. 1000. 2000.]  rotational (cm^-1): [2.  0.4 0.3]
vibrational temperatures (K): [ 719.39 1438.78 2877.55]
ranges (K): 200-1000-6000; grid points: 81 and 101
model at 298.15 K: Cp/R 4.82485, H/RT -40.33955, S/R 30.12589
model at 1000.00 K: Cp/R 6.32512, H/RT -8.00033, S/R 36.88595
model at 6000.00 K: Cp/R 6.97508, H/RT 4.38837, S/R 49.05104
a1 low, high (1): 3.37878492e+00  5.16715150e+00
a2 low, high (K^-1): 5.87642710e-03  1.71737813e-03
a3 low, high (K^-2): -3.49000739e-06  -6.35025618e-07
a4 low, high (K^-3): -8.29813415e-11  1.04324615e-10
a5 low, high (K^-4): 6.65287253e-13  -6.31808585e-15
a6 low, high (K): -1.32651251e+04  -1.38381332e+04
a7 low, high (1): 9.27741401e+00  -2.39160567e-01
largest relative coefficient deviation from 80-digit solution: 7.3e-11
simultaneous fit, low range, max error Cp/R, H/RT, S/R: 2.24e-02 1.18e-03 1.37e-03
simultaneous fit, high range, max error Cp/R, H/RT, S/R: 2.24e-02 3.38e-03 3.54e-03
Cp-only fit, low range, max error Cp/R, H/RT, S/R: 1.96e-02 5.96e-04 6.12e-04
Cp-only fit, high range, max error Cp/R, H/RT, S/R: 1.99e-02 4.79e-03 6.08e-03
simultaneous fit: max Cp error 0.1861 J/(mol K), max H error 52.048 J/mol
joint jumps Cp/R, H/RT, S/R, constrained: 8.9e-16 -2.7e-15 7.1e-15
joint jumps (low minus high), unconstrained: -3.75e-02 -2.02e-04 -1.99e-04
misfit at 298.15 K in H/RT, S/R, unconstrained: 1.30e-04 1.24e-04
slope of Cp/R at joint, low and high (K^-1): 1.30862e-03 7.35028e-04
sum of squares free, constrained, predicted rise: 7.20046e-03 1.03664e-02 3.16592e-03
condition, low: raw 1.54e+15, equilibrated 1.93e+03, best diagonal found 1.82e+03, Chebyshev 5.08
condition, high: raw 7.76e+18, equilibrated 1.55e+03, best diagonal found 1.47e+03, Chebyshev 4.76
raw-T fit with cutoff, high range: rank 4 of 7, max error 2.070e+01
same unconstrained fit, Chebyshev basis: max error 3.706e-02
9 digits kept: max property change 9.00e-08, largest joint jump 7.02e-09
5 digits kept: max property change 9.93e-04, largest joint jump 2.86e-04
two fits, high range: max Cp/R difference inside 2.778e-03
relative difference of their a5: 1.139e-02
at 8000 K: growth factor 59.06, Cp/R difference 2.454e-02, bound 1.641e-01
at 10000 K: growth factor 312.50, Cp/R difference 1.235e-01, bound 8.682e-01
linear-programme growth factor at 8000 K: 59.0608
low range used at 50 K: Cp/R fit 3.6639, model 4.0001; S/R error 0.1801
low range used at 100 K: Cp/R fit 3.9315, model 4.0390; S/R error 0.0241
low range used at 1500 K: Cp/R fit 7.4289, model 6.6502; S/R error 0.1023
low range used at 2000 K: Cp/R fit 11.1524, model 6.7912; S/R error 0.7150
high range used at 500 K: Cp/R fit 5.8797, model 5.4727; S/R error -0.1280
high range used at 8000 K: Cp/R fit 5.7999, model 6.9859; S/R error -0.1071
high range used at 10000 K: Cp/R fit -0.0179, model 6.9910; S/R error -0.8646
first whole kelvin from 6000 K with Cp/R error above 0.1: 6475 K
first whole kelvin with fitted Cp/R below 0 or above 14: 9997 K, value -0.0030
```
